# Why argon resonance light outlasts its natural lifetime after power-off

**Question.** An argon atom in a resonance level emits its ultraviolet photon within nanoseconds. When the power of a pulsed argon plasma is switched off, how can the same radiation still leave the plasma microseconds later?

## The energy waits in atoms

The lower level of a resonance line is the atomic ground state, and nearly all atoms of a low-pressure plasma are in it. A photon emitted in the interior is therefore likely to meet an atom able to absorb it. That atom becomes excited, waits on average $1/A$, where $A$ is the spontaneous emission rate, and emits again. The natural lifetime of each atom is unchanged. What lives long is the excitation, which passes from atom to atom until one photon reaches a wall.

Let $g$ be the probability that an emission leads to escape. If it is the same at each emission, escape at the $m$th emission has probability $(1-g)^{m-1}g$, and the mean number of emissions is

$$\sum_{m=1}^{\infty}m(1-g)^{m-1}g=\frac1g .$$

Each costs a mean waiting time $1/A$, so the excitation lasts

$$\tau=\frac{1}{gA},$$

provided that the flights take negligible time. The number $g$ is the Holstein escape factor. To find it we need the strength of the absorption, the chance of a long flight, and the distribution of excited atoms for which $g$ is indeed constant.

## How strongly the gas absorbs

Let $S=\int\sigma\,d\nu$ be the absorption cross-section of one atom integrated over the line. It follows from equilibrium with thermal radiation. With $\bar n$ photons per mode, the photon flux per unit frequency, summed over directions, is

$$c\,\frac{8\pi\nu^2}{c^3}\,\bar n=\frac{8\pi\bar n}{\lambda^2}.$$

Absorption by $N_1$ lower-level atoms balances spontaneous and stimulated emission by $N_2$ upper-level atoms:

$$N_1S\frac{8\pi\bar n}{\lambda^2}=N_2A(1+\bar n).$$

In equilibrium $N_2/N_1=(g_2/g_1)e^{-h\nu/kT}=(g_2/g_1)\,\bar n/(1+\bar n)$, where $g_2/g_1$ is the ratio of statistical weights. Hence

$$S=\frac{g_2}{g_1}\frac{\lambda^2A}{8\pi}.$$

This is a property of the atom and holds outside equilibrium too.

At low pressure the core of the line is shaped by thermal motion. Let $v_0=\sqrt{2kT/M}$ and measure the frequency offset as $x=(\nu-\nu_0)\lambda/v_0$. The Maxwell distribution gives the normalized profile $e^{-x^2}/\sqrt\pi$ in $x$. Converting to frequency multiplies it by $\lambda/v_0$. For ground-state density $N$ the absorption coefficient is then

$$k(x)=k_0e^{-x^2},\qquad
k_0=NS\frac{\lambda}{\sqrt\pi v_0}
=\frac{g_2}{g_1}\frac{\lambda^3NA}{8\pi^{3/2}v_0}.$$

Stimulated emission is neglected, since few atoms are excited.

## Why escape goes through the edges of the line

Suppose first that a photon kept its line-centre frequency throughout. Its flights would have mean square length $2/k_0^2$, one third of it along the normal to the plates. This is diffusion with coefficient $1/(3k_0^2)$ per flight. Between absorbing plates a distance $L$ apart, the slowest diffusion mode loses a fraction $\pi^2/[3(k_0L)^2]$ per flight when $k_0L\gg1$. The number of emissions would grow as $(k_0L)^2$.

Real emissions change the frequency. We assume complete redistribution: each emission draws a fresh $x$ from the Doppler profile. The fraction of emitted light that crosses a path of line-centre optical depth $t$ is

$$T(t)=\frac{2}{\sqrt\pi}\int_0^\infty e^{-x^2}\exp(-te^{-x^2})\,dx .$$

Put $y=te^{-x^2}$, the optical depth at the emitted frequency. Then $e^{-x^2}=y/t$, $x=\sqrt{\ln(t/y)}$ and $dy=-2xy\,dx$. The factor $y$ cancels, and

$$T(t)=\frac{1}{t\sqrt\pi}\int_0^t
\frac{e^{-y}\,dy}{\sqrt{\ln(t/y)}}
\simeq\frac{1}{t\sqrt{\pi\ln t}}\qquad(t\gg1).$$

In the last step $e^{-y}$ selects $y$ of order one, where the logarithm is close to $\ln t$. The transmitted photons are thus those whose own optical depth is about one, at $|x|\approx\sqrt{\ln t}$. Such frequencies are rare, but transmission falls roughly as $1/t$ instead of $e^{-t}$. One flight from the edge of the line achieves what very many short flights would otherwise have to do.

## From one flight to the escape factor

Consider a uniform gas between wide absorbing plates at $z=\pm L/2$. Emission is isotropic. A photon whose direction has cosine $\mu$ with the normal travels $s/\mu$ to advance by $s$. The probability that an emitted photon passes distance $s$ on one chosen side is

$$H(s)=\frac12\int_0^1T(k_0s/\mu)\,d\mu .$$

To leading logarithmic order the integral of $\mu$ gives another factor $1/2$:

$$H(s)\simeq\frac{C}{s},\qquad
C=\frac{1}{4k_0\sqrt{\pi\ln(k_0L/2)}}.$$

The slowly varying logarithm has been fixed at the half-gap. The probability density for reabsorption at distance $s$ is $G(s)=-dH/ds\simeq C/s^2$.

The density $n(z,t)$ of excited atoms obeys Holstein's equation

$$\frac{\partial n}{\partial t}=-An+A\int_{-L/2}^{L/2}G(|z-z'|)\,n(z',t)\,dz'.$$

Excitation after power-off is absent here. A solution $n=f(z)e^{-gAt}$ keeps its shape and requires

$$gf(z)=f(z)-\int_{-L/2}^{L/2} G(|z-z'|)f(z')\,dz'.$$

The smallest eigenvalue $g$ governs the late decay. Other initial shapes contain faster modes, which disappear first.

Multiply by $f$ and integrate. The chance of reaching a plate directly from $z$ is

$$E(z)=1-\int_{-L/2}^{L/2} G\,dz'=H(L/2+z)+H(L/2-z).$$

Using $ff'=\tfrac12[f^2+f'^2-(f-f')^2]$ and the symmetry of $G$, we obtain

$$g=\frac{\int f^2E\,dz+\frac12\iint(f-f')^2G\,dz\,dz'}{\int f^2\,dz}.$$

The first term is direct escape; the second is transfer between regions of different excitation. For the true kernel, any trial function put in this quotient gives an upper bound on the smallest $g$. A suitable trial function is largest in the middle and small at the plates: $f=1-u^2$, with $u=2z/L$.

With $H=C/s$, the factors $L/2$ cancel in the first term:

$$\int f^2E\,dz=C\int_{-1}^1(1-u^2)^2
\left(\frac1{1+u}+\frac1{1-u}\right)du
=2C\int_{-1}^1(1-u^2)\,du=\frac{8C}{3}.$$

They cancel in the second as well. Since $f-f'=u'^2-u^2$, division by $(u-u')^2$ leaves

$$\frac C2\int_{-1}^1\int_{-1}^1(u+u')^2\,du\,du'
=\frac C2\cdot\frac83=\frac{4C}{3}.$$

The approximate kernel fails for $s\lesssim1/k_0$, but the finite integrands show that these short distances contribute little when $k_0L\gg1$. The denominator is

$$\frac L2\int_{-1}^1(1-u^2)^2\,du=\frac L2\cdot\frac{16}{15}=\frac{8L}{15}.$$

Therefore $g=4C\cdot15/(8L)=15C/(2L)$, or

$$g\simeq\frac{15/8}{k_0L\sqrt{\pi\ln(k_0L/2)}},\qquad k_0L\gg1.$$

Because the kernel was approximated, this final expression is an estimate of $g$ and no longer a strict upper bound. The simple trial function also has a price: the coefficient $15/8$ is about 3% above the exact limiting value, 1.82, however large $k_0L$ becomes.

## What controls the lifetime

The trapped lifetime is

$$\tau\simeq\frac{8}{15}\,\frac{k_0L}{A}\sqrt{\pi\ln(k_0L/2)}.$$

Since $k_0\propto A$, the emission rate cancels except in the logarithm. A stronger line re-emits sooner but is reabsorbed more often. For the case below, if the line is kept purely Doppler, raising $A$ fourfold with all else fixed lengthens the computed lifetime by roughly 15% (16% on a fully converged grid), although the natural lifetime falls to a quarter. The natural line wings, which also grow with $A$, are left out of this comparison, and in real argon they reverse it: they open a further escape route, so the stronger line near 105 nm has the shorter trapped lifetime.

At fixed gas temperature, and as long as photons escape through the Doppler part of the line, $\tau$ grows slightly faster than in proportion to pressure or gap. At fixed pressure, $N\propto1/T$ and $v_0\propto\sqrt T$, so $k_0\propto T^{-3/2}$: hotter gas traps less.

In the opposite limit, $k_0L\to0$, there is no reabsorption and $g\to1$. The formula does not apply there, but the integral equation does. At $k_0L=0.01$ it gives $g=0.98$, and the long afterglow is gone.

At high enough pressure, collisions broaden the line into a Lorentzian. Let $w$ be the offset in half-widths and $t$ the line-centre optical depth. For $t\gg1$ escape occurs in the far wings, where the profile is $1/(\pi w^2)$ and the optical depth is $t/w^2$. With $q=1/w$,

$$T\simeq\frac2\pi\int_0^\infty e^{-tq^2}dq=\frac1{\sqrt{\pi t}}.$$

If the broadening comes from collisions with ground-state argon, the width grows as $N$. The line-centre absorption, proportional to $N$ divided by the width, then stops depending on density, and so does the trapped lifetime. The Doppler formula fails well before the whole line is Lorentzian. Once collisions send enough photons into the far wings, escape goes through those wings while the core is still Doppler. For the argon case below, collisions and the natural line wings together shorten the lifetime, compared with the Doppler result, by about 10% at 30 mTorr and by roughly 40% near 100 mTorr, using the rough collision rate given below. The natural wings alone account for about 20% at 100 mTorr.

## A 10 mTorr plasma

Take the argon line near 107 nm, with the rough value $A=1.2\times10^8\ \mathrm{s^{-1}}$ and weight ratio 3. The natural lifetime is 8.33 ns. The gas is at 10 mTorr and 400 K, between plates 5 cm apart. Then $N=2.414\times10^{14}\ \mathrm{cm^{-3}}$ and $v_0=407.8$ m/s, and the absorption formula gives $k_0=58.61\ \mathrm{cm^{-1}}$. Thus

$$k_0L=58.61\times5=293.$$

The escape factor is

$$g=\frac{1.875}{293\sqrt{\pi\ln146.5}}=1.62\times10^{-3}.$$

This means about 619 emissions per escape and

$$\tau=619\times8.33\ \mathrm{ns}\approx5.2\ \mathrm{\mu s}.$$

Solving the integral equation numerically, without the asymptotic kernel or the trial function, gives $g=1.68\times10^{-3}$ and $\tau=4.97\ \mathrm{\mu s}$ with 400 cells across the gap. Full convergence lowers $g$ by about 0.3%, to $1.67\times10^{-3}$, which is between 3% and 4% above Holstein's estimate. A random walk of photons with a fresh frequency at each emission also gives $1.68\times10^{-3}$, with a standard error of 1%.

After 1 µs, 82% of the excitation in the slowest mode remains. Without reabsorption the fraction would be about $e^{-120}$, which is practically nothing. With the frequency fixed at line centre, the diffusion estimate would instead require $3(293)^2/\pi^2\approx2.6\times10^4$ emissions, or about 0.2 ms. Reabsorption produces the delay; redistribution in frequency limits it to microseconds.

The delay is not time spent in flight. Flights that end in reabsorption last 1.5 ps on average, far less than the 8.33 ns wait in an atom. During that wait an atom moves about 3.4 µm, much less than the line-centre mean free path of 171 µm. This justifies leaving atomic motion out of the balance except through the Doppler shift.

## Does an atom forget the frequency?

Complete redistribution needs scrutiny at this pressure. The interaction between neighbouring argon dipoles gives a collision rate of roughly $10\,AN(\lambda/2\pi)^3$. Here $N(\lambda/2\pi)^3=1.2\times10^{-3}$, so only about 1% of excited atoms suffer such a collision before they emit. An undisturbed atom re-emits, in its own rest frame, at the frequency it absorbed. In the laboratory the frequency still changes, because the photon leaves in a new direction and acquires a different Doppler shift.

A random walk that follows this process, with the natural line wings included, gives a lifetime of 5.08 µs. That is 2.2% above the integral equation, with a standard error of 1.4%, so the difference is not clearly resolved. For this line and optical depth, complete redistribution over the Doppler profile, without natural wings, is adequate. Part of the agreement is a cancellation: memory of the absorbed frequency alone lengthens the lifetime by about 7%, and the natural wings shorten it by about 5%. The balance does not carry over to other pressures or lines. The argon line near 105 nm, with $A\approx5\times10^8\ \mathrm{s^{-1}}$, has stronger natural wings. For it the Doppler model overestimates the lifetime: about 5.4 µs against roughly 3.5 µs with wings and collisions included.

## Reading the number in a reactor

The chosen pressure, temperature and gap are plausible for a low-pressure etching plasma, but the model is simpler than a reactor. An absorbing side wall at 15 cm radius raises $g$ by about 8%, with a standard error near 1.5%, and brings the lifetime to about 4.6 µs. Electrons can also move atoms between the radiating level and its neighbours. With a rough density of $10^{11}\ \mathrm{cm^{-3}}$ and a rough rate coefficient of $2\times10^{-7}\ \mathrm{cm^3/s}$, this takes 50 µs, so its rate is about 10% of the trapped decay rate. If every such transfer were a permanent loss, the wide-slab lifetime would fall to about 4.5 µs.

Transfer also works in reverse: metastable atoms can refill the radiating level. Electrons that are still hot just after power-off can excite new atoms. Either source can make the observed light last longer than $1/(gA)$, so a measured decay time can be read as the wide-slab trapped lifetime only when these sources, and the extra losses above, are weak. If the electron density and rate coefficient used here persisted after power-off, refilling from metastable atoms could leave a tail that lasts tens of microseconds. The numerical output below lists the main values used here.

## Computed results

```
wavelength, rounded: 107 nm
A, rough: 1.2e+08 s^-1
natural lifetime: 8.33 ns
pressure: 10 mTorr
gas temperature: 400 K
gap: 5 cm
chamber radius: 15 cm
atomic mass, rounded: 40 u
upper/lower statistical weight: 3
gas density: 2.414e+14 cm^-3
thermal speed v0: 407.8 m/s
line-centre k0: 58.61 cm^-1
line-centre mean free path: 170.6 um
optical depth k0 L: 293.0
natural width parameter a: 0.00251
k0 from atom average / formula: 0.99718
transmission over L, integral: 7.8075e-04
transmission over L, asymptotic: 8.0780e-04
asymptotic transmission error at depth 1e8: 0.0139
slab coefficient from Fourier integral: 1.87498
Holstein escape factor: 1.6164e-03
mean emissions, Holstein: 618.6
trapped lifetime, Holstein: 5.155 us
integral-equation escape factor: 1.6763e-03
mean emissions, integral equation: 596.6
trapped lifetime, integral equation: 4.971 us
integral equation / Holstein g: 1.0370
same g ratio at depth 1e4: 1.0255
escape factor at depth 0.01: 0.9795
lifetime ratio when A is four times larger: 1.1464
fresh-frequency walk g: 1.6813e-03
its relative standard error: 0.0100
atom-frame walk g, natural wings included: 1.6396e-03
its relative standard error: 0.0143
atom-frame trapped lifetime: 5.082 us
atom-frame / integral-equation lifetime: 1.0224
finite-radius / wide-slab g: 1.0841
finite-radius relative standard error: 0.0152
mean flight before reabsorption: 0.443 mm
mean flight time before reabsorption: 1.478 ps
atom travel in natural lifetime: 3.398 um
resonance-collision scale N(lambda/2pi)^3: 1.192e-03
electron density, rough: 1.0e+11 cm^-3
mixing coefficient, rough: 2.0e-07 cm^3/s
electron-mixing time: 50.0 us
mixing rate / trapped decay rate: 0.0994
fraction left after 1 us, trapped: 0.8178
fraction left after 1 us, untrapped: 7.668e-53
```
